In a parabolic band, acoustic deformation-potential scattering relaxes momentum at a rate proportional to $\sqrt E$, because the rate follows the density of states. In a narrow-gap semiconductor the density of states rises faster than $\sqrt E$, and it is tempting to correct the rate for that alone. For a gap of 0.17 eV and an electron at 100 meV, this multiplies the parabolic rate by 2.74. In the model below, with large spin-orbit splitting and with s-like and p-like states shifted equally by strain, the correct multiplier is 1.20. What is missing is the change in character of the electron state: it acquires a p-like part whose orientation follows the wavevector, and this weakens scattering through large angles. For such equal shifts the two effects nearly cancel at low energy, so neither may be kept without the other.

## Assumptions and statement

Energies are measured from the conduction-band edge. The gap is $E_g$, the band-edge mass is $m$, and

$$\alpha=\frac1{E_g},\qquad u=\alpha E,\qquad \gamma(E)=E(1+\alpha E)=\frac{\hbar^2k^2}{2m}.$$

1. The band follows from the coupling of one s-like and three p-like band-edge states. The bare kinetic term and remote bands are omitted. The spin-orbit splitting $\Delta$ is either zero or much larger than $E_g$ and $E$.
2. The crystal is elastically isotropic, with density $\rho$ and longitudinal sound speed $v$. A dilatation $\nabla\cdot\mathbf w$, where $\mathbf w$ is the displacement, shifts s-like states by $\Xi\nabla\cdot\mathbf w$ and p-like states by $K\Xi\nabla\cdot\mathbf w$. Shear terms and screening are omitted.
3. Phonon energies are small compared with both $E$ and $k_BT$.

**Theorem.** Under these assumptions the momentum relaxation rate is

$$\frac1{\tau(E)}=w_0(E)R(u),\qquad w_0=\frac{\sqrt2\,m^{3/2}\Xi^2k_BT}{\pi\hbar^4\rho v^2}\sqrt E,$$

$$R=\frac{\sqrt{1+u}\,N(u)}{1+2u},\qquad N=(1+u)^2-\frac{2K}{3}u(1+u)+\frac{K^2(1+2s^2)}3u^2,$$

with $s=0$ for $\Delta=0$ and $s=\tfrac12$ for large $\Delta$. If both kinds of state shift equally, $K=1$, then

$$N=1+\frac43u+\nu u^2,\qquad \nu=\frac{2(1+s^2)}3,$$

so that $\nu=\tfrac23$ or $\tfrac56$.

The case $K=1$ is the one in which a pure wavefunction overlap describes the scattering. For other $K$ the perturbation itself distinguishes the two components, and the overlap must be replaced by a weighted matrix element.

## Lemma 1: dispersion and composition

Let $|S\rangle$ and $|P_j\rangle$ be the band-edge orbitals, $\chi$ a spinor, and $\langle S|H|P_j\rangle=iPk_j$. Let $\Pi$ project onto the p-like states that lie at $-E_g$. For $\Delta=0$ these are all of them, and $\Pi=1$. For large $\Delta$ they are the states of total angular momentum $j=3/2$. The $j=1/2$ states lie far below, and their admixture vanishes as $\Delta$ grows.

With $L=1$ and spin $\boldsymbol\sigma/2$, in units of $\hbar$,

$$\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34.$$

This is $1$ for $j=3/2$ and $-2$ for $j=1/2$, so the projector is $\Pi=(2+\mathbf L\cdot\boldsymbol\sigma)/3$.

Write the conduction state as $a|S\rangle\chi+|p\rangle$, and define $|\mathbf k\rangle=\sum_jk_j|P_j\rangle$. The p-like rows of the eigenvalue equation give

$$(E+E_g)|p\rangle=-iPa\,\Pi|\mathbf k\rangle\chi.$$

The s-like row then gives

$$Ea\chi=iP\langle\mathbf k|p\rangle=\frac{P^2a}{E+E_g}\langle\mathbf k|\Pi|\mathbf k\rangle\chi.$$

In this orbital basis $(L_i)_{jl}=-i\epsilon_{ijl}$. Hence $\langle\mathbf k|L_i|\mathbf k\rangle=-i\epsilon_{ijl}k_jk_l=0$, and $\langle\mathbf k|\Pi|\mathbf k\rangle=\lambda k^2$ with $\lambda=1$ for $\Delta=0$ and $\lambda=\tfrac23$ for large $\Delta$. Therefore

$$E(E+E_g)=\lambda P^2k^2.$$

At small $k$ this reads $E=\lambda P^2k^2/E_g$, which identifies $\lambda P^2/E_g=\hbar^2/2m$. Division by $E_g$ gives $E(1+\alpha E)=\hbar^2k^2/2m$ in both limits.

Let $A=|a|^2$ be the s-like weight and $C$ the p-like weight. Since $\Pi^2=\Pi$,

$$\frac CA=\frac{\lambda P^2k^2}{(E+E_g)^2}=\frac E{E+E_g}=\frac u{1+u}.$$

With $A+C=1$,

$$A=\frac{1+u}{1+2u},\qquad C=\frac u{1+2u}.\qquad\square$$

The p-like weight is zero at the band edge and approaches one half at high energy.

## Lemma 2: the weighted overlap

Let $\mathbf k$ and $\mathbf k'$ have equal energy, with angle $\theta$ between them and $x=\cos\theta$. The normalized states are

$$|\mathbf k\chi\rangle=\sqrt A\,|S\rangle\chi-i\sqrt{C/\lambda}\;\Pi|\hat{\mathbf k}\rangle\chi.$$

The perturbation, divided by $\Xi\nabla\cdot\mathbf w$, multiplies the first part by 1 and the second by $K$. Its matrix in spin space is

$$M=A+\frac{KC}\lambda\langle\hat{\mathbf k}'|\Pi|\hat{\mathbf k}\rangle.$$

The factors $-i$ and $+i$ from the two states have multiplied to 1. For $\Delta=0$ the last matrix element is $x$. For large $\Delta$,

$$\frac32\langle\hat{\mathbf k}'|\Pi|\hat{\mathbf k}\rangle=\frac12\left[2x-i\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k})\right].$$

Both results are contained in

$$M=A+KC\left[x-is\,\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k})\right].$$

In $M^\dagger M$ the terms linear in $\boldsymbol\sigma$ cancel, because they enter $M$ and $M^\dagger$ with opposite signs. The square of $\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k})$ is $\sin^2\theta=1-x^2$. Thus $M^\dagger M=G$ times the unit matrix, with

$$G(x)=(A+KCx)^2+s^2K^2C^2(1-x^2).$$

This is the probability factor summed over final spins, and it is the same for every initial spin. $\square$

For $K=1$, $G=1$ in the forward direction, as it must be for the overlap of a state with itself. At $\theta=\pi$ it is $(A-C)^2=1/(1+2u)^2$. Backscattering, which destroys momentum most effectively, is suppressed.

## Lemma 3: transition rate

In a crystal of volume $V$, a longitudinal phonon of wavevector $\mathbf q$ and frequency $\omega=vq$ has displacement amplitude $\sqrt{\hbar/2\rho V\omega}$. The divergence contributes a factor $q$. With occupation $n_q$, the squared matrix elements for emission and absorption are

$$\frac{\Xi^2\hbar q^2}{2\rho V\omega}G\,(n_q+1),\qquad \frac{\Xi^2\hbar q^2}{2\rho V\omega}G\,n_q.$$

For $\hbar\omega\ll k_BT$ both occupation factors are $k_BT/\hbar\omega$ to leading order. For $\hbar\omega\ll E$ both processes leave the energy unchanged to leading order, so they may be added:

$$\frac{\Xi^2\hbar q^2}{2\rho V\omega}\,\frac{2k_BT}{\hbar\omega}\,G=\frac{\Xi^2k_BT}{\rho v^2V}G.$$

The phonon wavevector has cancelled. The golden rule gives

$$W(\mathbf k,\mathbf k')=\frac{2\pi}\hbar\frac{\Xi^2k_BT}{\rho v^2V}G(x)\,\delta(E'-E).\qquad\square$$

## Proof of the theorem

A weak uniform field produces a deviation of the form $f_1=\phi(E)\,\hat{\mathbf k}\cdot\mathbf n$, equal for both spins, where $\mathbf n$ is the field direction. Since $W$ is symmetric and elastic, the exclusion factors cancel in the collision integral, which becomes

$$-\sum_{\mathbf k'}W\,[f_1(\mathbf k)-f_1(\mathbf k')].$$

At fixed $\theta$, averaging $\hat{\mathbf k}'$ over the azimuth around $\mathbf k$ leaves $x\hat{\mathbf k}$. The integral is therefore $-f_1/\tau$ with

$$\frac1\tau=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')(1-x).$$

The final spins are already summed in $G$, so the sum over $\mathbf k'$ uses the density of states for one spin, per unit volume:

$$g=\frac{k^2}{2\pi^2}\frac{dk}{dE}.$$

Differentiating $\hbar^2k^2/2m=\gamma$ gives $k\,dk/dE=m(1+2u)/\hbar^2$. With $k=\sqrt{2m\gamma}/\hbar$,

$$g=\frac{m\sqrt{2m\gamma}\,(1+2u)}{2\pi^2\hbar^3}=\frac{(2m)^{3/2}\sqrt\gamma\,(1+2u)}{4\pi^2\hbar^3}.$$

The angular average needs four integrals:

$$\tfrac12\!\int_{-1}^1(1-x)dx=1,\quad \tfrac12\!\int_{-1}^1x(1-x)dx=-\tfrac13,$$

$$\tfrac12\!\int_{-1}^1x^2(1-x)dx=\tfrac13,\quad \tfrac12\!\int_{-1}^1(1-x^2)(1-x)dx=\tfrac23.$$

Expanding $G$ and inserting $A$ and $C$,

$$\tfrac12\!\int_{-1}^1G(1-x)dx=A^2-\tfrac{2K}3AC+\tfrac{K^2(1+2s^2)}3C^2=\frac{N(u)}{(1+2u)^2}.$$

The rate is the product

$$\frac1\tau=\frac{2\pi}\hbar\frac{\Xi^2k_BT}{\rho v^2}\;\frac{(2m)^{3/2}\sqrt{E(1+u)}\,(1+2u)}{4\pi^2\hbar^3}\;\frac{N}{(1+2u)^2}.$$

The numerical factor is $2\pi\cdot2^{3/2}/4\pi^2=\sqrt2/\pi$. One power of $1+2u$ cancels, which gives $w_0R$.

For $K=1$, the linear terms of $N$ are $2u-\tfrac23u=\tfrac43u$. The quadratic coefficient is $1-\tfrac23+\tfrac13+\tfrac23s^2=\tfrac23(1+s^2)$. $\blacksquare$

The formula was tested against numerical diagonalization of the eight-state Hamiltonian with $E_g=0.17$ eV, for $u=0.05$, 0.3, 1 and 2, for $K=1$, 0 and $-0.5$, and for $\Delta=0$ and $10^4$ eV. The largest relative difference was $2.2\times10^{-5}$.

## Remark 1: departure from the square-root law

Take $K=1$. The density-of-states factor relative to the parabolic band is

$$\sqrt{1+u}\,(1+2u)=1+\tfrac52u+\dots,$$

and the overlap factor is

$$\frac N{(1+2u)^2}=1+\left(\tfrac43-4\right)u+\dots=1-\tfrac83u+\dots.$$

Their first-order sum is $-u/6$. To second order,

$$\sqrt{1+u}\,N=1+\tfrac{11}6u+\left(\nu+\tfrac{13}{24}\right)u^2+\dots,$$

and multiplication by $(1+2u)^{-1}=1-2u+4u^2-\dots$ gives

$$R=1-\frac u6+\left(\nu+\frac78\right)u^2+\dots,$$

because $\tfrac{13}{24}-\tfrac{11}3+4=\tfrac78$. The rate first falls slightly below the square-root law and then rises above it. For $\nu=\tfrac56$ the truncated series has its minimum at $u=1/[12(\nu+\tfrac78)]\approx0.049$. The full function has it at $u=0.056$, where $R=0.9955$. It returns to 1 at $u=0.118$ and reaches 1.1 at $u=0.409$.

For general $K$ the linear term of $N$ is $(2-\tfrac23K)u$, and the first coefficient of $R$ is

$$\tfrac12+\left(2-\tfrac23K\right)-2=\tfrac12-\tfrac23K.$$

It changes sign at $K=\tfrac34$. Without shear terms, the initial dip therefore requires the p-like states to shift in the same direction as the s-like states and by more than three quarters as much. Shear coupling changes this condition: for large $\Delta$ and $K=0$, a valence shear potential of $0.3\,\Xi$ with the sign of $\Xi$ lowers the first coefficient from $\tfrac12$ to about zero. Nonparabolicity alone does not produce it. If the p-like states do not shift, $R=(1+u)^{5/2}/(1+2u)$, which starts upward as $1+u/2$.

The local power of energy follows from $p=d\ln(1/\tau)/d\ln E=\tfrac12+u\,d\ln R/du$:

$$p=\frac12+\frac u{2(1+u)}+\frac{uN'}N-\frac{2u}{1+2u}.$$

For $u\gg1$ and $K=1$, $R\to\nu u^{3/2}/2$, so the rate grows as $E^2$ and $p\to2$. This describes the model. In a real crystal, remote bands and other processes intervene long before the limit is reached.

## Remark 2: mobility

The group velocity is $v_g=\hbar k/[m(1+2u)]$. With both spins, and $f$ the equilibrium distribution, the conductivity is

$$\sigma_c=e^2\int2g\,\frac{v_g^2}3\,\tau\left(-\frac{df}{dE}\right)dE.$$

Since $2g=k^2/(\pi^2\hbar v_g)$, the integrand contains $k^2v_g/(3\pi^2\hbar)=k^3/[3\pi^2m(1+2u)]$. Integrating the density $n=\int2gf\,dE$ by parts gives $n=\int(k^3/3\pi^2)(-df/dE)\,dE$. With $k^3\propto\gamma^{3/2}$, the mobility $\mu=\sigma_c/ne$ is

$$\mu=\frac em\,\frac{\int\gamma^{3/2}\,\tau\,(1+2u)^{-1}(-df/dE)\,dE}{\int\gamma^{3/2}(-df/dE)\,dE}.$$

For a parabolic band with Boltzmann statistics, put $t=E/k_BT$ and $\tau=t^{-1/2}/w_0(k_BT)$. The ratio of integrals is

$$\frac{1}{w_0(k_BT)}\frac{\int_0^\infty te^{-t}dt}{\int_0^\infty t^{3/2}e^{-t}dt}=\frac{4}{3\sqrt\pi\,w_0(k_BT)},$$

and hence

$$\mu_0=\frac{2\sqrt{2\pi}\,e\hbar^4\rho v^2}{3m^{5/2}\Xi^2(k_BT)^{3/2}}.$$

Nonparabolicity enters the mobility in three places: through $\tau$, through the factor $1/(1+2u)$, which expresses the reduced velocity at a given momentum, and through the weight $\gamma^{3/2}$, which gives higher energies a larger share in the average.

## Example: parameters of the InSb type

Take the rough values $m=0.014\,m_0$, where $m_0$ is the free-electron mass, $E_g=0.17$ eV, $\Xi=7$ eV, $\rho=5.8$ g/cm³, $v=3.7$ km/s and $T=300$ K. The splitting, about 0.8 eV, is well above the gap, so $s=\tfrac12$ is used. Let $K=1$ at first.

At $E=100$ meV, $u=0.100/0.170=0.588$. Then $\sqrt{1+u}=1.260$, $N=1+0.784+0.288=2.073$ and $1+2u=2.176$, so

$$R=\frac{1.260\times2.073}{2.176}=1.200.$$

The parabolic rate is 43.5 ns⁻¹, and the Kane rate is $43.5\times1.200=52.2$ ns⁻¹. Other energies give:

| $E$ (meV) | DOS factor | overlap factor | $R$ | $p$ |
|---:|---:|---:|---:|---:|
| 10 | 1.150 | 0.866 | 0.996 | 0.500 |
| 25 | 1.386 | 0.725 | 1.005 | 0.528 |
| 50 | 1.807 | 0.580 | 1.049 | 0.610 |
| 100 | 2.743 | 0.438 | 1.200 | 0.801 |
| 170 | 4.243 | 0.352 | 1.493 | 1.031 |

Up to the thermal energy, 25.9 meV, the square-root law holds within 0.6 percent, although the density of states has already grown by nearly 40 percent over its parabolic value. At $E=E_g$ the rate is 49 percent above the law and locally almost linear in energy. With zero spin-orbit splitting the excess there would be 41 percent.

With Boltzmann statistics and fixed band-edge mass, the acoustic-limited mobility falls from $4.27\times10^6$ cm²/Vs in the parabolic band to $2.30\times10^6$ cm²/Vs, a ratio of 0.538. If the Kane dispersion is kept but the rate is left at $w_0$, the ratio is 0.572. Most of the reduction thus comes from the dispersion, through the velocity factor and the weight $\gamma^{3/2}$, and not from the factor $R$ in the scattering rate. Setting the overlap to 1 gives 0.341, which is 37 percent below the full result.

## Remark 3: what the example leaves out

These mobilities are not predictions for InSb, whose measured room-temperature value is roughly below $10^5$ cm²/Vs. At 50 meV and above the largest omission is polar optical scattering. With a 24 meV phonon and dielectric constants 15.7 and 17.0, its estimated momentum-loss rate is 21 times the acoustic rate at 50 meV and 11 times at 100 meV. For slower electrons in an intrinsic sample, Coulomb scattering on the heavy holes is larger still: treated as static screened centres at $2\times10^{16}$ cm⁻³, they give over 100 times the acoustic rate at 10 meV, against about 10 times for polar scattering, and the two are comparable near 30 meV. The acoustic rate is a minor component here. Its absolute size is also uncertain, because it scales as $\Xi^2$ and the values of $\Xi$ in use for InSb differ by a factor of a few. $R$ does not depend on $\Xi$ at fixed $K$.

Within the acoustic rate, the largest of the changes estimated here at 50 and 100 meV comes from the assumption $K=1$. In InSb the valence edge is believed to shift much less under dilatation than the conduction edge, so $K=0$ is the more realistic value of this parameter taken alone. It raises the rate by 14 percent at 50 meV and by 22 percent at 100 meV, relative to $K=1$, and lowers the mobility ratio from 0.538 to 0.479. These changes exceed the departure from the square-root law that $K=1$ predicts at those energies. Shear coupling matters to a similar degree: with longitudinal phonons alone, a valence shear potential of magnitude $0.3\,\Xi$ changes the $K=1$ rate at 50 meV by $-11$ or $+12$ percent, for the same or the opposite sign relative to $\Xi$. The values commonly quoted for InSb, about $-7$ eV for the conduction edge and $-2$ eV for the shear potential, have the same sign. The two corrections then nearly cancel: $K=0$ together with this shear term puts the rate only 1.8 percent above the shear-free $K=1$ value at 50 meV and 0.5 percent above it at 100 meV, and gives a mobility ratio of 0.531.

Screening matters most for slow electrons, which exchange small wavevectors. At a rough intrinsic density of $2\times10^{16}$ cm⁻³, a static Debye estimate with electrons alone lowers the $K=1$ rate by 3.8 percent at 50 meV but by 17 percent at 10 meV. The Debye form overstates the response of such light electrons at the wavevectors exchanged; a wavevector-dependent static response with Fermi statistics gives 2.2 and 14.5 percent. For $K=1$ the equal number of holes in an intrinsic sample feels the same shift and strengthens the effect, to 29 percent at 10 meV in the Debye estimate and 27 percent with the wavevector-dependent electron response. For $K=0$ the valence edge does not shift, and the holes instead weaken the effect slightly, because they screen the potential set up by the electrons. At the same density, Fermi statistics lower the unscreened mobility by 6.8 percent. At 100 meV, the finite splitting together with the bare kinetic term lowers the rate by 4.4 percent, with the gap and band-edge mass held fixed. Retaining the phonon energies and Bose occupations changes the rate by at most 0.008 percent at the four energies examined, from 10 to 170 meV. That assumption would fail at low temperature, where $k_BT$ becomes comparable with the largest phonon energy $2\hbar vk$. The numerical output gives the remaining values.

## Numbers as computed

```
Rough InSb-like input
mass 0.014 m0, gap 0.17 eV, spin-orbit splitting 0.8 eV
Xi 7.0 eV, density 5.8 g/cm3, sound speed 3.7 km/s
T 300 K, kT 25.85 meV, alpha 5.882 1/eV, alpha*kT 0.1521
LO phonon 24 meV, eps_inf 15.7, eps_static 17.0
E(meV)    u   w0(1/ns)  DOS fac  overlap    R    1/tau(1/ns) exponent
   10  0.0588   13.767    1.1500   0.8657   0.9955    13.705    0.5004
   25  0.1471   21.767    1.3860   0.7249   1.0048    21.871    0.5280
   50  0.2941   30.783    1.8068   0.5805   1.0488    32.285    0.6096
  100  0.5882   43.534    2.7429   0.4375   1.2001    52.247    0.8013
  170  1.0000   56.762    4.2426   0.3519   1.4928    84.733    1.0307
R at E = gap for zero spin-orbit splitting: 1.4142
minimum of R: 0.99553 at u = 0.0563, E = 9.57 meV
R returns to 1 at u = 0.1181, E = 20.08 meV
R reaches 1.1 at u = 0.4090, E = 69.53 meV
numerical first slope of R in u: K=1 -0.1651, K=0 0.5009
numerical high-energy exponent: 1.9986
largest relative gap, Kane diagonalization vs formula: 2.2e-05
Acoustic-limited mobility (cm2/Vs), Boltzmann statistics
parabolic band: 4.2695e+06
Kane band with overlap, K=1: 2.2958e+06, ratio to parabolic 0.5377
Kane band, overlap set to 1: ratio 0.3410
Kane band, square-root rate kept: ratio 0.5724
Kane band with K=0: ratio 0.4788
k-mesh halving shifts mobility by 3.4e-07
Neglected effects: change of the acoustic rate in percent
at E = 50 meV:
  finite spin-orbit splitting -0.56
  the same plus bare kinetic term -1.64
  p-like states unshifted (K=0) +14.38
  shear, b/Xi = +0.3: -10.76; -0.3: +11.69
  screening by free electrons -3.77
  polar optical rate 676.1 1/ns, 20.9 times the acoustic rate
at E = 100 meV:
  finite spin-orbit splitting -2.15
  the same plus bare kinetic term -4.43
  p-like states unshifted (K=0) +21.70
  shear, b/Xi = +0.3: -16.22; -0.3: +18.84
  screening by free electrons -1.77
  polar optical rate 568.1 1/ns, 10.9 times the acoustic rate
inelasticity, largest shift 10 to 170 meV: 0.008 percent
doubling the angular nodes shifts the rate by 1.1e-16
density 2.0e+16 1/cm3: chemical potential -29.61 meV
Fermi statistics change the mobility by -6.80 percent
```
